# Depletion of Atomic Hydrogen by Diffusion to a Diamond Surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: the gap at one temperature

Diamond films can be grown from a gas that is mostly molecular hydrogen, with a little hydrocarbon and some atomic hydrogen made at a hot filament or in a discharge. The atoms must cross a layer of gas to reach the film, and the film destroys some of them by joining them into H$_2$. The problem is to find how much atomic hydrogen is left at the surface.

Let a plane at $z=0$ be the source side of the gap and let the diamond surface lie at $z=d$. The density of H atoms is $n(z)$, with $n(0)=n_0$ and $n(d)=n_s$. The flux $J$ of H atoms is positive towards the surface. An atom that strikes the surface is lost with probability $g$ and otherwise returns to the gas as an atom.

In this half the gas has one temperature $T$, H is dilute in H$_2$, nothing flows, and no atoms are made or lost inside the gap. The gap is many mean free paths wide. The density $n_0$ is the one present at the source plane while the surface is in place. If the surface drains a weak source, $n_0$ itself falls, and the results below still relate $n_s$ to this lowered $n_0$.

### (a) How many atoms does the surface destroy?

*For $g\ll1$, find the flux of atoms lost at the surface in terms of $n_s$ and the mean thermal speed $v$.*

**Solution.** Only a small part of the arriving flux is lost, so the velocity distribution near the surface is close to that of a gas at rest. For atoms of mass $m$, the distribution of the component $u$ towards the surface is

$$n_s\sqrt{\frac{m}{2\pi kT}}\;e^{-mu^2/2kT}.$$

Atoms with $u>0$ arrive at the rate $u$ times their density. The integral $\int_0^\infty u\,e^{-mu^2/2kT}du$ equals $kT/m$, so the arriving flux is

$$\Gamma=n_s\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n_s\sqrt{\frac{kT}{2\pi m}} .$$

The mean speed follows from the distribution in three dimensions. With $a=m/2kT$ and $\int_0^\infty c^3e^{-ac^2}dc=1/(2a^2)$,

$$v=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}} .$$

Dividing by four gives $v/4=\sqrt{kT/(2\pi m)}$, which is the factor in $\Gamma$. Hence $\Gamma=n_sv/4$, and the lost flux is

$$J=g\,\frac{n_sv}{4}. \tag{1}$$

### (b) What density remains at the surface?

*Find $n_s/n_0$ in the steady state.*

**Solution.** Conservation of atoms reads $\partial n/\partial t=-\partial J/\partial z$. In the steady state the left side is zero, so $J$ is the same at every $z$. Fick's law, $J=-D\,dn/dz$ with constant $D$, then makes $n(z)$ a straight line, and integration from $0$ to $d$ gives

$$J=\frac{D}{d}\,(n_0-n_s). \tag{2}$$

What diffuses to the surface is what the surface destroys. Equating (1) and (2) and multiplying by $d/D$,

$$n_0-n_s=\frac{g\,v\,d}{4D}\,n_s .$$

Therefore

$$\boxed{\frac{n_s}{n_0}=\frac1{1+B},\qquad B=\frac{g\,v\,d}{4D}.} \tag{3}$$

The number $B$ compares the speed $gv/4$ at which the surface can consume atoms with the speed $D/d$ at which diffusion can deliver them.

### (c) When does a small loss probability matter?

*Write the flux as a flow through two resistances, and discuss the limits.*

**Solution.** Put $n_s=n_0/(1+B)$ into (1) and divide numerator and denominator by $gv/4$:

$$J=\frac{gv}{4}\,\frac{n_0}{1+gvd/4D}=\frac{n_0}{\dfrac{4}{gv}+\dfrac dD}. \tag{4}$$

The surface and the gas act as resistances $4/(gv)$ and $d/D$ in series. They are equal at the gap

$$d_*=\frac{4D}{gv}, \tag{5}$$

where $B=1$ and $n_s=n_0/2$.

If $d\ll d_*$, the density is nearly uniform and the flux is $gn_0v/4$, proportional to $g$. If $d\gg d_*$, the flux tends to $Dn_0/d$, which no longer contains $g$, while $n_s$ tends to $n_0d_*/d$. A measured flux then says little about $g$. If $g$ alone is doubled, $B$ doubles, and (4) gives

$$\frac{J(2g)}{J(g)}=\frac{2(1+B)}{1+2B}, \tag{6}$$

which lies between 2 for small $B$ and 1 for large $B$.

A small $g$ does not make $B$ small. Define a mean free path by $\ell=3D/v$. Then

$$B=\frac{3}{4}\,g\,\frac d\ell . \tag{7}$$

An atom next to the surface collides with gas molecules and is often thrown back to the surface, so it has many chances to be lost. In a gap of several hundred mean free paths, a loss probability of a few per cent is enough to deplete the gas.

### (d) What sets the diffusion coefficient?

*Treat H and H$_2$ as hard spheres whose centres are a distance $s$ apart on contact. Find $D$ from the friction on H drifting slowly through H$_2$.*

**Solution.** Let $N$ be the total gas density, practically that of H$_2$, and let $\mu$ be the reduced mass of the pair. In a collision with relative velocity $\mathbf w$, hard spheres scatter equally into all directions in the centre-of-mass frame. The mean relative velocity afterwards is zero, so the H atom loses the momentum $\mu\mathbf w$ on average. Collisions occur at the rate $N\pi s^2w$. The mean force on an atom along the drift is thus

$$F=-N\pi s^2\mu\,\langle w\,w_z\rangle .$$

Take both gases as Maxwellian, H with a drift velocity $u$ and H$_2$ at rest. The variances of the two velocities add, $kT/m_{\rm H}+kT/m_{\rm H_2}=kT/\mu$, so $\mathbf w$ has a Maxwell distribution for mass $\mu$, centred on $u$. To first order in $u$ this is the undisplaced distribution times $1+\mu w_zu/kT$. The undisplaced part gives no average of $ww_z$, by symmetry. The rest gives

$$\langle ww_z\rangle=\frac{\mu u}{kT}\langle ww_z^2\rangle=\frac{\mu u}{3kT}\langle w^3\rangle .$$

With $b=\mu/2kT$ and $\int_0^\infty w^5e^{-bw^2}dw=1/b^3$, one has $\langle w^3\rangle=4\pi(b/\pi)^{3/2}/b^3$. The mean relative speed is $\bar w=4\pi(b/\pi)^{3/2}/(2b^2)$. Their ratio is $2/b=4kT/\mu$, so

$$\langle ww_z\rangle=\tfrac43\bar w\,u,\qquad F=-\zeta u,\qquad \zeta=\tfrac43\pi Ns^2\mu\bar w .$$

The gradient of the partial pressure $nkT$ drives the drift with a force $-(kT/n)\,dn/dz$ per atom. Setting this equal to $\zeta u$ gives $nu=-(kT/\zeta)\,dn/dz$, hence $D=kT/\zeta$. With $\bar w=\sqrt{8kT/\pi\mu}$,

$$D=\frac{3}{4\pi Ns^2}\sqrt{\frac{\pi kT}{8\mu}}=\frac{3}{8Ns^2}\sqrt{\frac{kT}{2\pi\mu}} . \tag{8}$$

This is the first kinetic approximation, because the drifting atoms were given an undistorted Maxwell shape. The inertia of the drift was left out. That is consistent for small $g$: the drift is fastest at the surface, where (1) gives $u=J/n_s=gv/4$.

At constant pressure $p$, $N=p/kT$, so $D\propto T^{3/2}/p$. At fixed $T$, $g$ and $d$ this makes $B$ proportional to $p$. If the mole fraction of H at the source is also held fixed, $n_0$ grows with $p$ too. For $B\gg1$ the two factors cancel in $n_s\simeq n_0/B$, and in this model, with $g$ constant and no loss in the gas, extra pressure brings practically no more atomic hydrogen to the surface. In a real reactor the cancellation is not exact: losses in the gas grow with pressure (part (k)), and $g$ can depend on $n_s/N$ (part (l)).

### (e) How large is the depletion in a typical gap?

*Take 20 Torr, $T=1200$ K, $d=10$ mm, $g=0.1$, an H mole fraction of 0.05 at the source plane and $s=0.22$ nm. These are rough round values in the regime of hot-filament growth.*

**Solution.** The total density is $1.61\times10^{17}$ cm$^{-3}$, so $n_0=8.05\times10^{15}$ cm$^{-3}$. The mean speed is $v=5.02\times10^5$ cm/s, and (8) gives $D=740$ cm$^2$/s. A numerical integration of the friction force, with a drift of $0.01\sqrt{kT/\mu}$ and without linearization, also gives 740 cm$^2$/s. This tests the linearization but not the assumed Maxwell shape. For hard spheres with these masses the distortion of the shape raises $D$ by about 4%, which would move the ratio below from 0.056 to 0.058, and the rough choice of $s$ leaves a larger uncertainty still. Then

$$B=\frac{0.1\times(5.02\times10^5)\times1.0}{4\times740}=17.0,\qquad \frac{n_s}{n_0}=\frac1{18.0}=0.056 .$$

The surface sees $n_s=4.5\times10^{14}$ cm$^{-3}$. The flux is $5.6\times10^{18}$ cm$^{-2}$s$^{-1}$, close to the diffusion limit $Dn_0/d=6.0\times10^{18}$ cm$^{-2}$s$^{-1}$. Doubling $g$ with all else fixed raises the flux by 2.9%, as (6) requires.

The crossover gap is $d_*=0.59$ mm. With the other settings held, $n_s/n_0$ is 0.16 for a gap of 3 mm and 0.37 for 1 mm. For 0.1 mm the formula gives 0.855, but the mean free path is $\ell=0.044$ mm. Such a gap holds little more than two mean free paths, so the assumption of many mean free paths behind (3) is not met there.

### (f) What changes when $g$ is not very small?

*Correct (1) for the skewed velocity distribution that a net flux implies, and compare with a transport calculation.*

**Solution.** Give the distribution the factor $1+cu$, where $u$ is again the velocity component towards the surface. The term in $c$ adds $\tfrac12cn_s\langle u^2\rangle$ to the arriving flux and removes the same amount from the returning flux. The difference of the two fluxes is $J=cn_s\langle u^2\rangle$, so

$$\Gamma_{\rm in}=\frac{n_sv}4+\frac J2,\qquad \Gamma_{\rm out}=\frac{n_sv}4-\frac J2 .$$

The loss is $J=g\,\Gamma_{\rm in}$. Collecting $J$ gives $J(1-g/2)=gn_sv/4$, or

$$J=K\,\frac{n_sv}{4},\qquad K=\frac{g}{1-g/2}. \tag{9}$$

Result (3) keeps its form with $K$ in place of $g$. Equation (9) is still approximate, because the atoms that leave the surface need not follow the assumed skewed shape.

A simpler gas shows the size of the error. Let all atoms have speed $v$ and scatter isotropically from heavy centres, with mean free path $\ell$. With $\psi(\eta)$ the density per unit of the direction cosine $\eta$, the steady transport equation is $\ell\eta\,d\psi/dz=n/2-\psi$. Multiplying by $\eta$ and integrating over $\eta$ gives $\ell\,d\langle\eta^2\psi\rangle/dz=-J/v$, where the bracket means the integral. For nearly isotropic $\psi$ the bracket is $n/3$, so $D=v\ell/3$.

This equation was solved numerically for a slab of $30\,\ell$. Atoms enter isotropically at the source face, and those that survive at the surface return diffusely. Straight lines fitted to the middle third of the slab were extended to both faces to obtain $n_0$ and $n_s$. For this slab $B=22.5\,g$.

| $g$ | transport | (3) with $g$ | (3) with $K$ |
|---|---|---|---|
| 0.02 | 0.6876 | 0.6897 | 0.6875 |
| 0.10 | 0.2976 | 0.3077 | 0.2969 |
| 0.50 | 0.0638 | 0.0816 | 0.0625 |
| 1.00 | 0.0231 | 0.0426 | 0.0217 |

Relative to the transport result at $g=0.1$, the small-$g$ formula is 3.4% high and the $K$ formula 0.2% low. At $g=1$ the $K$ formula is 6% low, while the small-$g$ formula is too high by more than four fifths.

The comparison also shows what $n_s$ means. It is the bulk density extended to the surface, and within a few mean free paths of the surface the true density can differ from it.

## Second half: time, temperature and neglected processes

The source plane is at $z=0$ and the surface at $z=d$. The H flux $J$ is positive towards the surface, $v$ is the mean speed of H, $D$ its diffusion coefficient and $N$ the total gas density. A fraction $g$ of the H atoms striking the surface is lost. At one temperature and for small $g$, the first half gave

$$J=\frac{gn_sv}4,\qquad \frac{n_s}{n_0}=\frac1{1+B},\qquad B=\frac{gvd}{4D}.$$

For larger $g$, $K=g/(1-g/2)$ replaces $g$. For hard spheres $ND\propto\sqrt T$. The example has 20 Torr, a surface at 1200 K, $d=10$ mm, $g=0.1$ and a source mole fraction of 0.05. It gave $D=740$ cm$^2$/s, $B=16.96$ and $n_s/n_0=0.0557$.

### (g) How soon is the steady state reached?

*Find the slowest decay of a disturbance in the gap, with $n_0$ held fixed.*

**Solution.** Let $\delta(z,t)$ be the departure from the steady profile. It obeys $\partial\delta/\partial t=D\,\partial^2\delta/\partial z^2$. Since $n_0$ is fixed, $\delta=0$ at $z=0$. At the surface the diffusive flux must equal the loss, so $-D\,\partial\delta/\partial z=(gv/4)\,\delta$.

The trial form $\delta=\sin(qz/d)\,e^{-t/\tau}$ satisfies the diffusion equation if $1/\tau=Dq^2/d^2$, and it vanishes at the source. The surface condition becomes $-(Dq/d)\cos q=(gv/4)\sin q$. Multiplying by $d/(D\sin q)$,

$$q\cot q=-B,\qquad \tau=\frac{d^2}{Dq^2}. \tag{10}$$

For $0<q<\pi/2$ the left side is positive, so there is no root. Between $\pi/2$ and $\pi$ its derivative is $(\tfrac12\sin2q-q)/\sin^2q$, which is negative, and $q\cot q$ falls steadily from 0 to $-\infty$. There is one root in this range, and it belongs to the slowest mode. An exponentially growing mode would need an imaginary $q$, for which $q\cot q$ becomes the positive quantity $|q|\coth|q|$ and cannot equal $-B$.

For the example $q=2.968$ and $\tau=0.15$ ms. Changes in the source or the surface that take much longer than this are followed by the steady formula at each moment.

### (h) What if the source gas is hotter than the surface?

*Let the gas be at $T_0$ at the source plane and $T_s$ at the surface, at constant pressure. Take its thermal conductivity proportional to $\sqrt T$, and leave out thermal diffusion for now. Find the new ratio.*

For a gap at one temperature, the surface density is lowered by the factor $1/(1+B)$, about 0.056 in the example, and the steady state is reached in a fraction of a millisecond. It remains to solve part (h), where the source gas is hotter than the surface, and to estimate the processes neglected so far.
